# Chemical-potential limits of a stoichiometric silicide from tangent inequalities: a numerical check

```python
"""
Result under test: a line compound i of a metal-silicon system is stable for
  e_i + (1-x_i)*s_lo <= u_Si <= e_i + (1-x_i)*s_hi,
  s_lo = largest chord slope from phases with less silicon,
  s_hi = smallest chord slope to phases with more silicon.
x: silicon atomic fraction; e: formation energy per atom (eV);
u_Si, u_M: chemical potentials relative to the elemental solids (eV);
s = u_Si - u_M. A same-composition polymorph must not be lower in energy.
Independent road: least energy of closed mixtures by linear programming,
and a scan of a fixed amount of metal exchanging silicon with a reservoir.
"""
import numpy as np
from scipy.optimize import linprog
from scipy.constants import k as k_joule, e as charge

k_ev = k_joule / charge


def slope_limits(x, energy, i):
    lower = max((energy[i] - energy[j]) / (x[i] - x[j])
                for j in range(len(x)) if x[j] < x[i] - 1e-12)
    upper = min((energy[j] - energy[i]) / (x[j] - x[i])
                for j in range(len(x)) if x[j] > x[i] + 1e-12)
    return lower, upper


def silicon_window(x, energy, i):
    lower, upper = slope_limits(x, energy, i)
    return (energy[i] + (1 - x[i]) * lower,
            energy[i] + (1 - x[i]) * upper)


def least_energy(x, energy, n_metal, n_silicon):
    """Least energy of a closed mixture, and the atoms in each phase."""
    answer = linprog(energy, A_eq=np.array([1 - x, x]),
                     b_eq=[n_metal, n_silicon], method="highs")
    assert answer.status == 0
    return answer.fun, answer.x


def mixture_edges(x, energy, i, step=0.01):
    """One-sided silicon derivatives of the least energy at compound i."""
    middle, _ = least_energy(x, energy, 1 - x[i], x[i])
    less, parts_less = least_energy(x, energy, 1 - x[i], x[i] - step)
    more, parts_more = least_energy(x, energy, 1 - x[i], x[i] + step)
    return ((middle - less) / step, (more - middle) / step,
            parts_less, parts_more)


# Random systems: absolute energies in the mixture, formation energies in
# the formula. Both stable and unstable compounds must occur.
rng = np.random.default_rng(12)
x_random = np.array([0, 1/4, 1/3, 2/5, 1/2, 3/5, 2/3, 3/4, 1])
n_stable = n_unstable = 0
worst_edge = 0.0
for trial in range(40):
    formation = -1.8 * x_random * (1 - x_random)
    formation[1:-1] += rng.normal(0, 0.03, len(x_random) - 2)
    metal_ref, silicon_ref = rng.uniform(-6, -3, 2)
    absolute = formation + (1 - x_random) * metal_ref + x_random * silicon_ref
    windows = []
    for i in range(1, len(x_random) - 1):
        s_lo, s_hi = slope_limits(x_random, formation, i)
        ground, _ = least_energy(x_random, absolute,
                                 1 - x_random[i], x_random[i])
        is_stable = absolute[i] - ground < 1e-8
        assert is_stable == (s_lo <= s_hi)
        if not is_stable:
            n_unstable += 1
            continue
        n_stable += 1
        low, high = silicon_window(x_random, formation, i)
        left, right, parts_l, parts_r = mixture_edges(x_random, absolute, i)
        error = max(abs(left - silicon_ref - low),
                    abs(right - silicon_ref - high))
        worst_edge = max(worst_edge, error)
        assert error < 1e-6
        # Binding neighbours are read from the mixtures, not from the chords.
        near_l = [j for j in np.flatnonzero(parts_l > 1e-7) if j != i]
        near_r = [j for j in np.flatnonzero(parts_r > 1e-7) if j != i]
        assert len(near_l) == 1 and len(near_r) == 1
        L, R = near_l[0], near_r[0]
        pair = np.array([L, R])
        chord, _ = least_energy(x_random[pair], absolute[pair],
                                1 - x_random[i], x_random[i])
        factor = ((1 - x_random[i]) * (x_random[R] - x_random[L])
                  / ((x_random[i] - x_random[L])
                     * (x_random[R] - x_random[i])))
        assert abs(factor * (chord - absolute[i]) - (right - left)) < 1e-6
        windows.append((low, high))
    for first, second in zip(windows[:-1], windows[1:]):
        assert abs(first[1] - second[0]) < 1e-10
    assert abs(windows[-1][1]) < 1e-10
assert n_stable > 20 and n_unstable > 20

# Round model energies in the rough regime of nickel silicides.
names = ["M", "M3Si", "M2Si", "MSi", "M2Si3", "MSi2", "Si"]
x = np.array([0, 1/4, 1/3, 1/2, 3/5, 2/3, 1])
energy = np.array([0, -0.39, -0.50, -0.45, -0.35, -0.31, 0])
temperature = 1000.0

print("Model inputs: x_Si, formation energy (eV/atom)")
for i in range(1, 6):
    print(f"  {names[i]:5s} {x[i]:.4f} {energy[i]:.3f}")

# Fixed metal content: the phase with least energy per metal atom wins.
scan_step = 0.001
scan = np.arange(-2.0, 0.0, scan_step) + scan_step / 2
per_metal = ((energy[:-1, None] - x[:-1, None] * scan)
             / (1 - x[:-1, None]))
winner = np.argmin(per_metal, axis=0)
print("Slopes s_lo, s_hi (eV)")
for i in range(1, 6):
    s_lo, s_hi = slope_limits(x, energy, i)
    print(f"  {names[i]:5s} {s_lo:.3f} {s_hi:.3f}"
          f" {'stable' if s_lo <= s_hi else 'empty'}")
print("Intervals: u_Si low, high; u_M low, high; width in u_Si (eV)")
for i in range(1, 6):
    s_lo, s_hi = slope_limits(x, energy, i)
    chosen = scan[winner == i]
    if s_lo > s_hi:
        assert chosen.size == 0
        continue
    low, high = silicon_window(x, energy, i)
    assert abs(chosen.min() - low) <= scan_step
    assert abs(chosen.max() - high) <= scan_step
    print(f"  {names[i]:5s} {low:.3f} {high:.3f};"
          f" {energy[i] - x[i] * s_hi:.3f} {energy[i] - x[i] * s_lo:.3f};"
          f" {high - low:.3f}")

ms, trial_phase, ms2 = 3, 4, 5
print(f"MSi window from elements alone: {energy[ms]/x[ms]:.3f} to 0 eV")
ground, _ = least_energy(x, energy, 1 - x[trial_phase], x[trial_phase])
print(f"M2Si3 height above hull: {1e3*(energy[trial_phase]-ground):.2f} meV/atom")

# Coexistence from energy per metal atom against silicon per metal atom.
silicon_ratio = x[:-1] / (1 - x[:-1])
energy_ratio = energy[:-1] / (1 - x[:-1])
shared_edge = ((energy_ratio[ms2] - energy_ratio[ms])
               / (silicon_ratio[ms2] - silicon_ratio[ms]))
_, mixture_high, _, _ = mixture_edges(x, energy, ms)
assert abs(shared_edge - mixture_high) < 1e-6
print(f"MSi/MSi2 coexistence, metal-normalised: {shared_edge:.3f} eV")

# Removing MSi exposes M2Si3: chord depth differs from decomposition energy.
keep = np.array([j for j in range(len(x)) if j != ms])
without, _ = least_energy(x[keep], energy[keep], 0.5, 0.5)
neighbours = np.array([2, 5])
chord, _ = least_energy(x[neighbours], energy[neighbours], 0.5, 0.5)
assert chord - without > 1e-4
print(f"MSi depth below neighbour chord: {1e3*(chord-energy[ms]):.2f} meV/atom")
print(f"MSi decomposition energy: {1e3*(without-energy[ms]):.2f} meV/atom")

# A higher polymorph can pass the chord test and still be unstable.
x_poly = np.append(x, 0.5)
energy_poly = np.append(energy, -0.43)
others = np.array([j for j in range(len(x_poly)) if j != ms])
poly_lo, poly_hi = slope_limits(x_poly[others], energy_poly[others],
                                len(others) - 1)
ground, _ = least_energy(x_poly, energy_poly, 0.5, 0.5)
assert poly_lo < poly_hi and ground < energy_poly[-1] - 1e-6
print(f"Trial MSi polymorph: {energy_poly[-1]:.3f} eV/atom,"
      f" slopes {poly_lo:.3f}, {poly_hi:.3f} eV")
print(f"Its excess over the lower form: {1e3*(energy_poly[-1]-ground):.1f} meV/atom")

# An omitted competitor can narrow the calculated intervals.
x_extra = np.append(x, 2/5)
energy_extra = np.append(energy, -0.49)
print(f"Added M3Si2 energy: {energy_extra[-1]:.3f} eV/atom")
for i in (2, ms):
    low, high = silicon_window(x_extra, energy_extra, i)
    left, right, _, _ = mixture_edges(x_extra, energy_extra, i)
    assert max(abs(left - low), abs(right - high)) < 1e-6
    print(f"  {names[i]} u_Si then: {low:.3f} to {high:.3f} eV")

print(f"Temperature: {temperature:.0f} K; kT: {k_ev*temperature:.5f} eV")
for i in (ms, ms2):
    low, high = silicon_window(x, energy, i)
    activity = np.exp(np.array([low, high]) / (k_ev * temperature))
    print(f"  {names[i]} silicon activity: {activity[0]:.4f} to {activity[1]:.4f}")

# Depth and sensitivity of the narrow disilicide interval.
pair = np.array([ms, 6])
chord, _ = least_energy(x[pair], energy[pair], 1 - x[ms2], x[ms2])
depth = chord - energy[ms2]
factor = ((1 - x[ms2]) * (x[6] - x[ms])
          / ((x[ms2] - x[ms]) * (x[6] - x[ms2])))
raised = energy.copy()
raised[ms2] += 0.002
left0, right0, _, _ = mixture_edges(x, energy, ms2)
left1, right1, _, _ = mixture_edges(x, raised, ms2)
assert abs((right0 - left0) - (right1 - left1) - factor * 0.002) < 1e-6
print(f"MSi2 depth: {1e3*depth:.2f} meV/atom; width/depth factor: {factor:.2f}")

# Rough sizes of neglected contributions, acting on MSi2 alone.
atom_density = 7.5e28       # atoms per cubic metre
surface_energy = 1.0       # J/m2
particle_radius = 20e-9    # m
interface_excess = 0.5     # J/m2, net over both film interfaces
film_thickness = 20e-9     # m
biaxial_modulus = 200e9    # Pa
misfit = 0.005
entropy_in_k = 0.1         # magnitude per atom relative to MSi + Si
defect_energy = 1.0        # eV
per_atom = 1 / (atom_density * charge)
defect_fraction = np.exp(-defect_energy / (k_ev * temperature))
effects = {
    "entropy (either sign)": entropy_in_k * k_ev * temperature,
    "particle curvature": 2 * surface_energy / particle_radius * per_atom,
    "film interfaces": interface_excess / film_thickness * per_atom,
    "misfit strain": biaxial_modulus * misfit**2 * per_atom,
    "point defects": k_ev * temperature * defect_fraction,
}
print(f"Rough inputs: density {atom_density*1e-6:.2e} cm^-3,"
      f" entropy {entropy_in_k:.1f} k_B/atom")
print(f"  surface {surface_energy:.1f} J/m2, radius {particle_radius*1e9:.0f} nm")
print(f"  interface {interface_excess:.1f} J/m2, film {film_thickness*1e9:.0f} nm")
print(f"  modulus {biaxial_modulus/1e9:.0f} GPa, misfit {100*misfit:.1f} %,"
      f" defect {defect_energy:.1f} eV")
print("Neglected effects: energy size (meV/atom), width change (meV)")
for label, size in effects.items():
    print(f"  {label}: {1e3*size:.3g}, {1e3*factor*size:.3g}")
print(f"Entropy that cancels depth: {depth/(k_ev*temperature):.3f} k_B/atom")
critical_radius = 2 * surface_energy * per_atom / depth
print(f"Radius at which curvature cancels depth: {critical_radius*1e9:.1f} nm")
print(f"Defect fraction estimate: {defect_fraction:.2e} per site")
print(f"Random compounds tested: {n_stable} stable, {n_unstable} unstable")
print(f"Largest random edge error: {worst_edge:.1e} eV")
print("done: every assertion held")
```

It prints:

```
Model inputs: x_Si, formation energy (eV/atom)
  M3Si  0.2500 -0.390
  M2Si  0.3333 -0.500
  MSi   0.5000 -0.450
  M2Si3 0.6000 -0.350
  MSi2  0.6667 -0.310
Slopes s_lo, s_hi (eV)
  M3Si  -1.560 -1.320 stable
  M2Si  -1.320 0.300 stable
  MSi   0.300 0.840 stable
  M2Si3 1.000 0.600 empty
  MSi2  0.840 0.930 stable
Intervals: u_Si low, high; u_M low, high; width in u_Si (eV)
  M3Si  -1.560 -1.380; -0.060 0.000; 0.180
  M2Si  -1.380 -0.300; -0.600 -0.060; 1.080
  MSi   -0.300 -0.030; -0.870 -0.600; 0.270
  MSi2  -0.030 0.000; -0.930 -0.870; 0.030
MSi window from elements alone: -0.900 to 0 eV
M2Si3 height above hull: 16.00 meV/atom
MSi/MSi2 coexistence, metal-normalised: -0.030 eV
MSi depth below neighbour chord: 45.00 meV/atom
MSi decomposition energy: 43.75 meV/atom
Trial MSi polymorph: -0.430 eV/atom, slopes 0.420, 0.720 eV
Its excess over the lower form: 20.0 meV/atom
Added M3Si2 energy: -0.490 eV/atom
  M2Si u_Si then: -1.380 to -0.400 eV
  MSi u_Si then: -0.250 to -0.030 eV
Temperature: 1000 K; kT: 0.08617 eV
  MSi silicon activity: 0.0308 to 0.7060
  MSi2 silicon activity: 0.7060 to 1.0000
MSi2 depth: 10.00 meV/atom; width/depth factor: 3.00
Rough inputs: density 7.50e+22 cm^-3, entropy 0.1 k_B/atom
  surface 1.0 J/m2, radius 20 nm
  interface 0.5 J/m2, film 20 nm
  modulus 200 GPa, misfit 0.5 %, defect 1.0 eV
Neglected effects: energy size (meV/atom), width change (meV)
  entropy (either sign): 8.62, 25.9
  particle curvature: 8.32, 25
  film interfaces: 2.08, 6.24
  misfit strain: 0.416, 1.25
  point defects: 0.000786, 0.00236
Entropy that cancels depth: 0.116 k_B/atom
Radius at which curvature cancels depth: 16.6 nm
Defect fraction estimate: 9.12e-06 per site
Random compounds tested: 178 stable, 102 unstable
Largest random edge error: 1.6e-12 eV
done: every assertion held
```
